# Density-length product for one e-fold of space-charge growth in transit: verification in Python

```python
# Result under test: in a uniform layer with negative differential mobility,
# a small space charge grows by a factor e during one transit when
#     N * L = eps * v / (q * |mu_d|).
# N donor density, L layer length, eps permittivity, v drift velocity,
# mu_d = dv/dF differential mobility, F field magnitude driving electrons to +x.
# Internal units are SI; printed units are those used by device engineers.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, newton
from scipy.signal import resample

q = const.e
eps_r = 9.0
eps = eps_r * const.epsilon_0
v0 = 2.5e5             # m/s
slope0 = -100e-4       # m^2/(V s)
L = 1e-6               # m
F0 = 2e7               # V/m, bias field
F_knee = 1.5e7         # V/m, parameter of the model velocity curve
diffusivity = 25e-4    # m^2/s, rough
t_relax = 0.2e-12      # s, rough velocity relaxation time
F_break = 3e8          # V/m, rough breakdown field
kappa = 150.0          # W/(m K), rough thermal conductivity
heat_cap = 2.6e6       # J/(m^3 K), rough volumetric heat capacity
radius = 10e-6         # m, contact radius
mass_ratio = 0.2       # rough effective mass over electron mass

# Model curve v = (mu_low F + v_sat r)/(1+r), r=(F/F_knee)^4,
# made to pass through the chosen velocity and slope at F0.
r0 = (F0 / F_knee)**4
matrix = np.array([[F0 / (1 + r0), r0 / (1 + r0)],
                   [(1 - 3*r0) / (1 + r0)**2, 4*r0 / F0 / (1 + r0)**2]])
mu_low, v_sat = np.linalg.solve(matrix, [v0, slope0])


def velocity(F):
    r = (F / F_knee)**4
    return (mu_low * F + v_sat * r) / (1 + r)


def slope(F):
    h = 1e3
    return (velocity(F + h) - velocity(F - h)) / (2*h)


assert np.isclose(velocity(F0), v0, rtol=1e-10)
assert np.isclose(slope(F0), slope0, rtol=1e-5)

product = eps * v0 / (q * abs(slope0))
N1 = product / L
transit = L / v0


def simulate(N, wavelength, field, law, start, D=0.0, relax=0.0, points=32):
    """Nonlinear continuity and Poisson equations on a ring, for one transit.
    Returns the density at the start, at half time and at the end."""
    x = np.arange(points) * wavelength / points
    k = 2*np.pi*np.fft.fftfreq(points, wavelength / points)
    k_safe = np.where(k == 0, 1.0, k)

    def derivative(y):
        return np.fft.ifft(1j*k*np.fft.fft(y)).real

    def field_of(n):
        modes = np.fft.fft(n - N) * q / eps / (1j*k_safe)
        modes[0] = 0
        return field + np.fft.ifft(modes).real

    def rate(state):
        n, v = state
        target = law(field_of(n))
        if relax == 0:
            v = target
            dv = np.zeros(points)
        else:
            dv = -v*derivative(v) + (target - v) / relax
        dn = -derivative(n*v)
        if D > 0:
            dn = dn + D*np.fft.ifft(-k**2*np.fft.fft(n)).real
        return np.array([dn, dv])

    n = N*(1 + start*np.cos(2*np.pi*x / wavelength))
    state = np.array([n, law(field_of(n))])
    saved = [n.copy()]
    steps = 400
    dt = transit / steps
    for i in range(steps):
        a = rate(state)
        b = rate(state + dt/2*a)
        c = rate(state + dt/2*b)
        d = rate(state + dt*c)
        state = state + dt/6*(a + 2*b + 2*c + d)
        if i + 1 in (steps//2, steps):
            saved.append(state[0].copy())
    return saved


def amplitude(n):
    return abs(np.fft.fft(n)[1])


# Small signal: growth by e, whatever the wavelength
small = 1e-4
run = simulate(N1, L, F0, velocity, small)
growth = amplitude(run[2]) / amplitude(run[0])
run = simulate(N1, L/3, F0, velocity, small)
growth_short = amplitude(run[2]) / amplitude(run[0])
assert abs(growth / np.e - 1) < 1e-4
assert abs(growth_short / np.e - 1) < 1e-4

# Rising branch of the velocity curve: the same charge must decay
F_low = 8e6
run = simulate(N1, L, F_low, velocity, small)
decay = amplitude(run[2]) / amplitude(run[0])
assert slope(F_low) > 0 and decay < 1
assert abs(decay / np.exp(-q*N1*slope(F_low)*transit/eps) - 1) < 1e-3

# Diffusion alone, then diffusion and relaxation at the corrected density
diff_loss = 4*np.pi**2*diffusivity / (v0*L)
run = simulate(N1, L, F0, velocity, small, D=diffusivity)
growth_diff = amplitude(run[2]) / amplitude(run[0])
assert abs(growth_diff / np.exp(1 - diff_loss) - 1) < 1e-3
relax_loss = v0*t_relax / L
product_corr = product*(1 + diff_loss)*(1 + relax_loss)
run = simulate(product_corr/L, L, F0, velocity, small,
               D=diffusivity, relax=t_relax)
# second half only: the start-up transient of the velocity has died out
growth_corr = (amplitude(run[2]) / amplitude(run[1]))**2
assert abs(growth_corr / np.e - 1) < 2e-3

# Finite amplitude with constant slope: (n-N)/n grows exactly by e
start = 0.05
run = simulate(N1, L, F0, lambda F: v0 + slope0*(F - F0), start, points=64)
fine = resample(run[2], 8192) / N1
crest, trough = fine.max(), fine.min()
assert abs((crest - 1)/crest / (np.e*start/(1 + start)) - 1) < 1e-3
assert abs((1 - trough)/trough / (np.e*start/(1 - start)) - 1) < 1e-3

# Fixed voltage and fixed cathode field: threshold of self-oscillation
theta = newton(lambda t: np.exp(-t) + t - 1, -2 + 7.5j,
               fprime=lambda t: 1 - np.exp(-t))
G_threshold = -theta.real


def rightmost_mode(G, order=48):
    """Chebyshev modes of f_t = -f_x + G f + f(1), f(0)=0, zero mean field;
    length in L and time in L/v. The mode s=G has nonzero mean: excluded."""
    j = np.arange(order + 1)
    x = np.cos(np.pi*j / order)
    c = np.where((j == 0) | (j == order), 2.0, 1.0)*(-1.0)**j
    gap = x[:, None] - x[None, :] + np.eye(order + 1)
    diff = np.outer(c, 1/c) / gap
    diff = diff - np.diag(diff.sum(axis=1))
    operator = -2*diff[:order, :order] + G*np.eye(order)
    operator[:, 0] += 1
    s = np.linalg.eigvals(operator)
    distance = abs(s - G)
    s = s[(distance > 1) & (distance < 20)]
    return s[np.argmax(s.real)]


mode_one = rightmost_mode(1.0)
mode_threshold = rightmost_mode(G_threshold)
assert mode_one.real < 0
assert abs(mode_threshold.real) < 1e-5
assert abs(abs(mode_threshold.imag) - abs(theta.imag)) < 1e-5


# Steady field behind an ohmic cathode, at the same mean field
def ohmic_profile(current_ratio):
    def rhs(z, y):
        excess = current_ratio*v0 / velocity(y[0]) - 1
        return [q*N1*L/eps*excess, y[0]]
    sol = solve_ivp(rhs, (0, 1), [1e6, 0.0], rtol=1e-8, atol=1e-2)
    assert sol.success
    return sol.y[0, -1], sol.y[1, -1]


ratio_ohmic = brentq(lambda c: ohmic_profile(c)[1] - F0, 1.3, 6.0)
F_anode, F_mean = ohmic_profile(ratio_ohmic)
assert abs(F_mean / F0 - 1) < 1e-5
mean_density_ratio = 1 + (F_anode - 1e6)*eps / (q*N1*L)

# Sizes of other neglected effects
fields = np.linspace(1e7, 4e7, 3001)
F_peak = fields[np.argmax(velocity(fields))]
current = q*N1*v0
heat_density = current*F0
heat_flux = heat_density*L
rise_continuous = heat_flux*radius / kappa
pulse_20K = 20*heat_cap / heat_density
N_c = 2*(mass_ratio*const.m_e*const.k*300 / (2*np.pi*const.hbar**2))**1.5
field_scale = q*N1*L / eps
assert np.isclose(field_scale, v0/abs(slope0))


def product_at(F):
    return eps*velocity(F) / (q*abs(slope(F)))


def show(label, value, unit, form=".3f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("relative permittivity", eps_r, "", ".1f")
show("drift velocity", v0*100, "cm/s", ".2e")
show("differential mobility", slope0*1e4, "cm2/Vs", ".1f")
show("layer length", L*1e6, "um", ".2f")
show("bias field", F0/1e5, "kV/cm", ".1f")
show("density-length product, one e-fold", product/1e4, "cm^-2", ".4e")
show("same product in SI", product, "m^-2", ".4e")
show("donor density for this length", N1/1e6, "cm^-3", ".4e")
show("transit time = growth time", transit*1e12, "ps")
show("field scale q N L/eps = v/|mu_d|", field_scale/1e5, "kV/cm", ".1f")
show("e-folds at 1e17 cm^-3, same length", 1e23*L/product, "", ".2f")
show("simulated growth, wavelength L", growth, "", ".5f")
show("simulated growth, wavelength L/3", growth_short, "", ".5f")
show("simulated amplitude ratio at 80 kV/cm", decay, "", ".4f")
show("slope at 80 kV/cm", slope(F_low)*1e4, "cm2/Vs", ".1f")
show("initial finite amplitude", start*100, "%", ".1f")
show("accumulation growth factor", (crest - 1)/start, "")
show("depletion growth factor", (1 - trough)/start, "")
show("threshold of self-oscillation", G_threshold, "e-folds", ".4f")
show("product at that threshold", G_threshold*product/1e4, "cm^-2", ".3e")
show("threshold frequency", abs(theta.imag)/(2*np.pi*transit)/1e9,
     "GHz", ".1f")
show("rightmost mode at one e-fold, Re(s)L/v", mode_one.real, "", ".4f")
show("model low-field mobility", mu_low*1e4, "cm2/Vs", ".1f")
show("model saturation velocity", v_sat*100, "cm/s", ".3e")
show("model peak velocity", velocity(F_peak)*100, "cm/s", ".3e")
show("model peak field", F_peak/1e5, "kV/cm", ".1f")
show("product at 150 kV/cm", product_at(1.5e7)/1e4, "cm^-2", ".3e")
show("product at 300 kV/cm", product_at(3e7)/1e4, "cm^-2", ".3e")
show("diffusivity (rough)", diffusivity*1e4, "cm2/s", ".1f")
show("diffusion loss", diff_loss, "e-folds")
show("simulated growth with diffusion", growth_diff, "")
show("velocity relaxation time (rough)", t_relax*1e12, "ps", ".2f")
show("relaxation correction v t_r/L", relax_loss, "")
show("product with both corrections", product_corr/1e4, "cm^-2", ".3e")
show("simulated growth at corrected product", growth_corr, "", ".4f")
show("ohmic cathode: assumed cathode field", 1e6/1e5, "kV/cm", ".1f")
show("ohmic cathode: anode field", F_anode/1e5, "kV/cm", ".1f")
show("ohmic cathode: mean n/N", mean_density_ratio, "", ".2f")
show("ohmic cathode: current over q N v", ratio_ohmic, "", ".2f")
show("current density q N v", current/1e4, "A/cm2", ".3e")
show("heat flux", heat_flux/1e4, "W/cm2", ".3e")
show("thermal conductivity (rough)", kappa/100, "W/(cm K)", ".2f")
show("heat capacity (rough)", heat_cap/1e6, "J/(cm3 K)", ".2f")
show("contact radius", radius*1e6, "um", ".1f")
show("continuous heating at contact centre", rise_continuous, "K", ".0f")
show("pulse length for 20 K adiabatic rise", pulse_20K*1e9, "ns", ".2f")
show("breakdown field (rough)", F_break/1e8, "MV/cm", ".1f")
show("(bias + field scale)/breakdown", (F0 + field_scale)/F_break, "")
show("effective mass ratio (rough)", mass_ratio, "", ".2f")
show("donor density/band density at 300 K", N1/N_c, "", ".4f")
print("verified")
```

Output:

```
relative permittivity: 9.0
drift velocity: 2.50e+07 cm/s
differential mobility: -100.0 cm2/Vs
layer length: 1.00 um
bias field: 200.0 kV/cm
density-length product, one e-fold: 1.2434e+12 cm^-2
same product in SI: 1.2434e+16 m^-2
donor density for this length: 1.2434e+16 cm^-3
transit time = growth time: 4.000 ps
field scale q N L/eps = v/|mu_d|: 250.0 kV/cm
e-folds at 1e17 cm^-3, same length: 8.04
simulated growth, wavelength L: 2.71828
simulated growth, wavelength L/3: 2.71828
simulated amplitude ratio at 80 kV/cm: 0.0863
slope at 80 kV/cm: 245.0 cm2/Vs
initial finite amplitude: 5.0 %
accumulation growth factor: 2.974
depletion growth factor: 2.503
threshold of self-oscillation: 2.0888 e-folds
product at that threshold: 2.597e+12 cm^-2
threshold frequency: 296.9 GHz
rightmost mode at one e-fold, Re(s)L/v: -1.0888
model low-field mobility: 305.3 cm2/Vs
model saturation velocity: 1.359e+07 cm/s
model peak velocity: 3.029e+07 cm/s
model peak field: 132.3 kV/cm
product at 150 kV/cm: 2.379e+12 cm^-2
product at 300 kV/cm: 2.281e+12 cm^-2
diffusivity (rough): 25.0 cm2/s
diffusion loss: 0.395 e-folds
simulated growth with diffusion: 1.832
velocity relaxation time (rough): 0.20 ps
relaxation correction v t_r/L: 0.050
product with both corrections: 1.821e+12 cm^-2
simulated growth at corrected product: 2.7183
ohmic cathode: assumed cathode field: 10.0 kV/cm
ohmic cathode: anode field: 421.0 kV/cm
ohmic cathode: mean n/N: 2.64
ohmic cathode: current over q N v: 2.28
current density q N v: 4.980e+04 A/cm2
heat flux: 9.961e+05 W/cm2
thermal conductivity (rough): 1.50 W/(cm K)
heat capacity (rough): 2.60 J/(cm3 K)
contact radius: 10.0 um
continuous heating at contact centre: 664 K
pulse length for 20 K adiabatic rise: 5.22 ns
breakdown field (rough): 3.0 MV/cm
(bias + field scale)/breakdown: 0.150
effective mass ratio (rough): 0.20
donor density/band density at 300 K: 0.0055
verified
```
